# The Nasyrov-Gritsenko rate for phonon-assisted tunnelling between neighbouring traps

**Q.** A trapped electron is said to tunnel to a neighbouring trap over a barrier set by its optical and thermal ionization energies. What are these two energies, and why do they differ?

**A.** They differ because the lattice relaxes around the electron. I describe the distortion at one trap by a coordinate $Q$, scaled to unit force constant, and let the coupling to the electron be linear. With the electron energy counted from the local conduction-band edge,

$$U_{\rm empty}=\tfrac12Q^2,\qquad U_{\rm occ}=\tfrac12Q^2-gQ-\varepsilon_0=\tfrac12(Q-g)^2-\tfrac12g^2-\varepsilon_0 .$$

The thermal energy connects the two minima, $Q=g$ and $Q=0$. The optical energy is paid at fixed $Q=g$, before the lattice can move:

$$W_t=\varepsilon_0+\tfrac12g^2,\qquad W_{\rm opt}=\tfrac12g^2-\left(-\tfrac12g^2-\varepsilon_0\right)=\varepsilon_0+g^2 .$$

Their difference is the relaxation energy of one trap, $D\equiv W_{\rm opt}-W_t=g^2/2$.

I use Rydberg units: $\hbar=1$, the free-electron mass is $1/2$, energies are in Ry and lengths in bohr. The tunnelling mass is $m=\mu/2$, where $\mu$ is its ratio to the free mass.

**Q.** Then is $D$ the barrier for a hop?

**A.** No, it is half of that. Take two identical traps a distance $a$ apart, with independent distortions $Q_1$ and $Q_2$. The field lowers trap 2 relative to trap 1 by $f=eFa$. With the electron on trap 1 (state A) or on trap 2 (state B),

$$E_A=\tfrac12Q_1^2+\tfrac12Q_2^2-gQ_1-\varepsilon_0,\qquad E_B=\tfrac12Q_1^2+\tfrac12Q_2^2-gQ_2-\varepsilon_0-f ,$$

so that $E_B-E_A=g(Q_1-Q_2)-f$. At the minimum of A, $(Q_1,Q_2)=(g,0)$, the gap is $g^2-f$. The field-free part is the reorganization energy, $\lambda=g^2=2D$. It contains $D$ twice because one trap relaxes on emptying and the other on filling.

Tunnelling between levels of unequal energy would violate energy conservation, so in the classical picture the lattice must first close the gap: $Q_2=s$, $Q_1=s+f/g$. The energy needed, counted from the minimum of A, is

$$\tfrac12\left(s+\frac fg-g\right)^2+\tfrac12s^2 .$$

Setting its derivative to zero gives $2s+f/g-g=0$, hence $s=(g-f/g)/2$. Then $Q_1-g=-s$, both terms equal $s^2/2$, and the barrier is

$$E^\ddagger=s^2=\frac{(g^2-f)^2}{4g^2}=\frac{(\lambda-f)^2}{4\lambda}.$$

At zero field it is $\lambda/4=D/2$. Each trap has moved halfway, and each half-distortion costs $D/4$.

**Q.** The lattice has changed the level before the electron tunnels. Which ionization energy controls the tunnelling?

**A.** The depth of an occupied level below the local band edge is $\varepsilon_0+gQ$. At the lowest crossing point the two depths are

$$\varepsilon_0+gQ_1=W_t+\tfrac12f,\qquad \varepsilon_0+gQ_2=W_t-\tfrac12f .$$

At zero field both levels lie at the thermal depth, although the relaxed occupied level started at $W_{\rm opt}$. So $W_t$ enters the tunnelling factor.

In the field the band edge slopes. At a distance $ua$ from the midpoint the electron lies $W_t-fu$ below it. In the semiclassical approximation the exponent of the squared coupling is

$$2a\int_{-1/2}^{1/2}\sqrt{\mu(W_t-fu)}\,du\simeq2\kappa a\left(1-\frac{f^2}{96W_t^2}\right),\qquad \kappa=\sqrt{\mu W_t}.$$

Here $\sqrt{1-y}\simeq1-y/2-y^2/8$ with $y=fu/W_t$. The linear term integrates to zero and the mean of $u^2$ is $1/12$. I therefore use the zero-field coupling, provided that $2\kappa af^2/(96W_t^2)\ll1$ and $f\ll W_t$.

**Q.** An exponential alone does not give a rate. Where does the coupling strength come from?

**A.** It needs a model of the trap. I take a zero-range well, whose state outside the well is $e^{-\kappa r}/r$ with energy $-\kappa^2/\mu=-W_t$. The well imposes one condition: near it, $r\psi$ must be proportional to $1-\kappa r$.

For two such wells, write $\psi=c_1e^{-\kappa'r_1}/r_1+c_2e^{-\kappa'r_2}/r_2$. Near well 1,

$$r_1\psi\simeq c_1+r_1\left(-\kappa'c_1+c_2\frac{e^{-\kappa'a}}a\right).$$

The bracket must equal $-\kappa c_1$. With $c_2=\pm c_1$ this gives

$$\kappa'=\kappa\pm\frac{e^{-\kappa'a}}a .$$

For $e^{-\kappa a}\ll1$, I replace $\kappa'$ by $\kappa$ on the right. The energies $-\kappa'^2/\mu$ then shift by $\mp2\kappa e^{-\kappa a}/(\mu a)$. Two degenerate levels with coupling $V$ shift by $\mp V$, so

$$V=\frac{2\kappa}{\mu a}e^{-\kappa a},\qquad V^2=\frac{4\kappa^2}{\mu^2a^2}e^{-2\kappa a}=\frac{4W_t}{\mu a^2}e^{-2\kappa a}.$$

**Q.** You have a barrier and a coupling. I still see no phonons and no thermal rate.

**A.** The golden rule supplies both. Let both traps couple to phonons of energy $\omega$. The hop leaves $(Q_1+Q_2)/\sqrt2$ undisplaced and moves the centre of $q=(Q_1-Q_2)/\sqrt2$ from $g/\sqrt2$ to $-g/\sqrt2$. Measure $q$ from its centre in A: $q=g/\sqrt2+y$, with $y=\sqrt{\omega/2}\,(b+b^\dagger)$. The gap becomes

$$\sqrt2\,gq-f=\lambda-f+\omega\sqrt S\,(b+b^\dagger),\qquad S=\frac\lambda\omega .$$

Apart from a common constant,

$$H_A=\omega b^\dagger b,\qquad H_B=\omega(b^\dagger+\sqrt S)(b+\sqrt S)-f .$$

The displacement $T=\exp[\sqrt S(b^\dagger-b)]$ obeys $T^\dagger bT=b+\sqrt S$, so $H_B=T^\dagger H_AT-f$. Writing the energy delta function of the golden rule as a time integral, the one-way rate is

$$w(f)=V^2\int dt\,e^{ift}G(t),\qquad G(t)=\left\langle e^{iH_At}T^\dagger e^{-iH_At}T\right\rangle .$$

The average is thermal. With $\theta=\omega t$, the first three factors in $G$ equal $e^{\mathcal A}$ and the last is $e^{\mathcal B}$, where

$$\mathcal A=-\sqrt S(b^\dagger e^{i\theta}-be^{-i\theta}),\qquad \mathcal B=\sqrt S(b^\dagger-b).$$

Their commutator is the number $-2iS\sin\theta$, so $e^{\mathcal A}e^{\mathcal B}=e^{\mathcal A+\mathcal B}e^{-iS\sin\theta}$. The sum is $\mathcal A+\mathcal B=cb^\dagger-c^*b$ with $|c|^2=2S(1-\cos\theta)$. For a thermal oscillator the average of $e^L$, with $L$ linear in $b$ and $b^\dagger$, is $e^{\langle L^2\rangle/2}$. Here $\langle L^2\rangle=-|c|^2\coth x$, with $x=\omega/(2kT)$. Therefore

$$G=\exp\{-S[\coth x\,(1-\cos\theta)+i\sin\theta]\}=\exp\left[-S\coth x+\frac{S}{\sinh x}\cos(\theta+ix)\right].$$

The second form follows from $\cos(\theta+ix)=\cos\theta\cosh x-i\sin\theta\sinh x$.

**Q.** A single phonon energy gives sharp lines at $f=p\omega$, not a smooth rate. And where is the hyperbolic sine?

**A.** I assume that phonon dispersion is strong enough to spread each line over the spacing $\omega$. When many phonons take part in a hop, a phonon band narrower than $\omega$ can suffice: near zero field, a band of rms width $\sigma$ suppresses the recurrence of $G$ after one period by about $\exp[-2\pi^2(\sigma/\omega)^2S/\sinh x]$. If $S/\sinh x$ is not large, a band wide enough to smooth the lines also changes the rate, and the single-frequency result is only an estimate. The zero-phonon contribution, of weight $e^{-S\coth x}$, stays sharp. Its share of the $f=0$ line found below is $1/I_0(S/\sinh x)$. This is negligible for $S/\sinh x\gg1$, but not at low temperature, even for large $S$. The smoothed rate at $f=p\omega$ is then the time integral over one period. Substitute $t=\tau-i/(2kT)$. The integrand is analytic and periodic, so the contributions of the vertical sides of the contour cancel. Since $\theta+ix=\omega\tau$,

$$w(f)=V^2e^{f/2kT}e^{-S\coth x}\int_{-\pi/\omega}^{\pi/\omega}d\tau\,e^{if\tau}\exp\left[\frac{S\cos\omega\tau}{\sinh x}\right].$$

The integral is $2\pi I_p(S/\sinh x)/\omega$, where $I_p$ is the modified Bessel function. It is unchanged when $f$ changes sign, because the cosine is even in $\tau$. Hence

$$\frac{w(f)}{w(-f)}=e^{f/kT},\qquad w(f)-w(-f)=2\sinh\left(\frac f{2kT}\right)\times(\text{an even function of }f).$$

In this model the hyperbolic sine follows from detailed balance and needs no high-temperature approximation. It belongs to the net rate: at $f=0$ each smoothed one-way rate is finite and the two cancel. If both traps have occupation probability $n$, independently, the net flow is $n(1-n)[w(f)-w(-f)]$.

**Q.** Does the quantum expression return your classical barrier?

**A.** Let $z=S/\sinh x$. For $z\gg1$ and $p^4\ll24z^3$ the integral comes from small $\tau$. The second condition keeps the quartic term of the exponent, $z(\omega\tau)^4/24$, small at the saddle point $\omega\tau\simeq ip/z$; it holds at fixed $f$ as $\omega\to0$. Put $\cos\omega\tau\simeq1-\omega^2\tau^2/2$ and use $\coth x-1/\sinh x=\tanh(x/2)$. The Gaussian integral gives, with $S\omega^2=\lambda\omega$,

$$w(f)\simeq V^2\sqrt{\frac{2\pi\sinh x}{\lambda\omega}}\exp\left[\frac f{2kT}-S\tanh\frac x2-\frac{f^2\sinh x}{2\lambda\omega}\right].$$

Now let $\omega\ll kT$ and also $\lambda\omega^2\ll192(kT)^3$; the second condition keeps the next term of $S\tanh(x/2)$ small. Then $\sinh x\simeq\omega/(2kT)$ and $S\tanh(x/2)\simeq\lambda/(4kT)$. The exponents combine into a square:

$$w(f)=V^2\sqrt{\frac\pi{\lambda kT}}\exp\left[-\frac{(\lambda-f)^2}{4\lambda kT}\right].$$

This is the barrier found from the crossing. In the opposite limit, $kT\to0$ at fixed $p\ge1$, we have $S/\sinh x\to2Se^{-x}$ and $I_p(z)\to(z/2)^p/p!$. Then $w\to(2\pi V^2/\omega)e^{-S}S^p/p!$: the electron goes downhill by emitting $p$ phonons, with no thermal activation. This is the rate averaged over the spacing $\omega$; when $p$ is small, the actual line can be much narrower.

**Q.** Now put the pieces together.

**A.** Subtracting the two classical rates gives

$$P_{\rm full}=2V^2\sqrt{\frac\pi{\lambda kT}}\,e^{-\lambda/4kT}e^{-f^2/4\lambda kT}\sinh\frac f{2kT}.$$

Insert $\lambda=2D$ and $V^2$, and drop the Gaussian field factor, which requires $f^2\ll8DkT$. The prefactor is $8\sqrt\pi\,W_t/(\mu a^2\sqrt{2DkT})$. In ordinary units $2/\mu$ becomes $\hbar^2/m$, and the rate carries $1/\hbar$. Thus

$$P=c\,\frac{2\sqrt\pi\,\hbar W_t}{ma^2\sqrt{2kT(W_{\rm opt}-W_t)}}\exp\left[-\frac{W_{\rm opt}-W_t}{2kT}\right]\exp\left[-\frac{2a\sqrt{2mW_t}}\hbar\right]\sinh\frac{eFa}{2kT},$$

with $c=2$ for normalized zero-range traps. The Nasyrov-Gritsenko expression has $c=1$, which amounts to a squared coupling half as large. The phonon calculation does not select that value.

At $eFa\ll2kT$ the net rate is proportional to the field. For $eFa\gg2kT$, while the Gaussian factor is still near one, it grows as $\exp(eFa/2kT)$. The half appears because the lowest crossing falls by $f/2$ to first order.

**Q.** Give me numbers, with the arithmetic.

**A.** Take round model parameters: $W_t=0.10$ Ry, $W_{\rm opt}=0.18$ Ry, $\mu=0.5$, $a=30$ bohr, $kT=0.002$ Ry (316 K) and $eF=0.0004$ Ry/bohr ($1.03\times10^8$ V/m). Then $D=0.08$ Ry, $\lambda=0.16$ Ry and $f=0.012$ Ry.

The decay constant is $\kappa=\sqrt{0.05}=0.2236$ bohr$^{-1}$, so $\kappa a=6.708$ and

$$V=\frac{2(0.2236)}{0.5(30)}e^{-6.708}=3.64\times10^{-5}\ \text{Ry}.$$

Solving the two-centre condition by root finding gives the same half splitting to these digits. The field reduces the tunnelling exponent by 0.002, which is negligible here.

The zero-field barrier is $D/2=0.04$ Ry, or $20kT$. The one-way rate there is

$$(3.64\times10^{-5})^2\sqrt{\frac\pi{0.16(0.002)}}\;e^{-20}=2.706\times10^{-16}\ \text{Ry}/\hbar .$$

With $f/(2kT)=3$ and $\sinh3=10.02$, the net rate is

$$2(10.02)(2.706\times10^{-16})=5.42\times10^{-15}\ \text{Ry}/\hbar=112\ \text{s}^{-1}$$

for $c=2$, and $56\ \text{s}^{-1}$ for $c=1$.

**Q.** How far can I push the field before the hyperbolic sine misleads me?

**A.** Restore the factor $\exp[-f^2/(8DkT)]$. It is the ratio of the full classical net rate to the pure sinh law:

| $f$ (Ry) | full/sinh |
|---:|---:|
| 0.004 | 0.988 |
| 0.012 | 0.894 |
| 0.024 | 0.638 |
| 0.048 | 0.165 |

At the chosen field the sinh law is about 12% above the full classical rate. At four times that field it is about six times too large. The full forward rate at fixed coupling peaks at $f=\lambda$, where the barrier vanishes, and then falls; the sinh law has no such maximum. With these numbers the peak is only formal: $\lambda$ exceeds $W_t$, so the condition $f\ll W_t$ fails, and the field would be $1.4\times10^9$ V/m, at or above the breakdown field of typical insulating films.

**Q.** And is the classical lattice safe at room temperature?

**A.** Not for every phonon energy. Take $\hbar\omega=0.004$ Ry, so $x=1$ and $S=40$. At zero field, dividing the Gaussian quantum result by the classical one gives

$$\sqrt{\frac{\sinh1}{1}}\,\exp[20-40\tanh(0.5)]=4.93 .$$

Direct summation over oscillator overlaps gives 4.95. Most of the increase comes from the exponent: $S\tanh(x/2)=18.5$ is smaller than its classical value $\lambda/(4kT)=20$. At $f=0.012$ Ry the Bessel expression gives a forward rate 4.85 times the classical one. This ratio falls to 1.53 for $\hbar\omega=0.002$ Ry and to 1.11 for 0.001 Ry. A barrier fitted with the classical formula can therefore absorb a quantum correction.

**Q.** You fixed the coupling at one crossing point. Does the level depth not fluctuate?

**A.** It does. At zero field the crossing line is $Q_1=Q_2=s$, and its thermal weight is proportional to $\exp[-(s-g/2)^2/kT]$. The variance of $s$ is $kT/2$, so the common depth $W=\varepsilon_0+gs$ has mean $W_t$ and variance $g^2kT/2=DkT$.

The squared coupling varies as $h(W)=W\exp(-2a\sqrt{\mu W})$. Its logarithmic derivative is $h'/h=1/W-a\sqrt{\mu/W}$. Using $h''/h=(h'/h)^2+(h'/h)'$ at $W_t$,

$$\frac{h''}h=\frac{(1-\kappa a)^2-1+\kappa a/2}{W_t^2}=\frac{\kappa a(\kappa a-3/2)}{W_t^2}.$$

To leading order the classical rate is multiplied by

$$1+\frac{DkT}{2W_t^2}\kappa a\left(\kappa a-\tfrac32\right)=1+0.008(6.708)(5.208)=1.28 .$$

Numerical integration along the crossing line gives 1.34. For $\kappa a>3/2$, as here, shallow configurations gain more in tunnelling than deep ones lose. I would not multiply this classical factor by the quantum factor: the depth also has quantum fluctuations, and their joint effect has not been calculated here.

**Q.** When does the golden rule itself fail?

**A.** When one passage through the crossing has an appreciable chance of transferring the electron. In state A the classical thermal variance of the gap is $g^2(2kT)=2\lambda kT$, and its rms speed is $\omega\sqrt{2\lambda kT}$. The Landau-Zener exponent at that speed is

$$\frac{2\pi V^2}{\hbar\omega\sqrt{2\lambda kT}}=8\times10^{-5}$$

for $\hbar\omega=0.004$ Ry, so the tunnelling is weak. The quantum variance $\lambda\omega\coth x$ is 1.31 times larger at $x=1$ and lowers the exponent to $7\times10^{-5}$. For closer traps $V$ grows and this condition can fail, as can $e^{-\kappa a}\ll1$. If neighbouring traps share the same lattice distortion, $\lambda=2D$ fails as well, and the optical and thermal energies of one trap no longer fix the barrier.
